# Coulomb Green's function: coth–sinh integral and its extension past the poles

## Result and conventions

Atomic units are used throughout. The Hamiltonian is $H=-\tfrac12\nabla^2-Z/r$ with $Z>0$, and the Green's function is the kernel of $(H-E)^{-1}$:

$$(H-E)\,G(\mathbf r,\mathbf r';E)=\delta(\mathbf r-\mathbf r'). \tag{1}$$

The opposite sign convention, $(E-H)^{-1}$, reverses the sign of every $G$ below. For $E<0$ define

$$k=\sqrt{-2E}>0,\qquad \nu=\frac Zk,\qquad S=r+r',\qquad p=\sqrt{2(rr'+\mathbf r\cdot\mathbf r')}. \tag{2}$$

The bound levels $E_n=-Z^2/(2n^2)$ lie at $\nu=n=1,2,\dots$, and energies below the ground level have $\nu<1$. There, for $\mathbf r\ne\mathbf r'$,

$$G=\frac{k}{2\pi}\int_0^\infty ds\,\sinh s\,\Big[\coth\frac s2\Big]^{2\nu}e^{-kS\cosh s}\,I_0(kp\sinh s), \tag{3}$$

where $I_0$ is the modified Bessel function. For $\nu<N+1$ with $\nu\neq1,\dots,N$, the integral is replaced by

$$G=\sum_{n=1}^N\frac{\phi_n}{2(n-\nu)}+\int_0^\infty\frac{ds}{\sinh s}\Big[\coth\frac s2\Big]^{2\nu}\Big\{\frac{k\sinh^2 s}{2\pi}e^{-kS\cosh s}I_0(kp\sinh s)-\sum_{n=1}^N\phi_n\tanh^{2n}\frac s2\Big\}, \tag{4}$$

$$\phi_n=\frac{2k}{\pi}e^{-kS}\sum_{j=0}^{n-1}\frac{(kp)^{2j}}{(j!)^2}\,L^{(2j+1)}_{n-1-j}(2kS), \tag{5}$$

with $L^{(a)}_m$ the associated Laguerre polynomials.

## An evolution problem in place of the resolvent

Multiplying $H-E$ by $r$ turns the Coulomb potential into a constant:

$$r(H-E)=A-Z,\qquad A=\frac r2\left(-\nabla^2+k^2\right). \tag{6}$$

Equation (1) becomes $(A-Z)G=r\,\delta(\mathbf r-\mathbf r')$. We look for a kernel $\Phi(w)$, $w>0$, that satisfies

$$A\Phi=-\frac k2\,\frac{\partial\Phi}{\partial w},\qquad \frac k2\Phi\to r\,\delta(\mathbf r-\mathbf r')\quad(w\to0^+), \tag{7}$$

and then set

$$G=\int_0^\infty dw\,e^{2\nu w}\,\Phi(w). \tag{8}$$

Since $Z=k\nu$, the integrand of $(A-Z)G$ is a total derivative:

$$(A-Z)G=-\frac k2\int_0^\infty dw\,\frac{\partial}{\partial w}\left(e^{2\nu w}\Phi\right)=-\frac k2\Big[e^{2\nu w}\Phi\Big]_0^\infty. \tag{9}$$

The lower limit supplies $r\,\delta(\mathbf r-\mathbf r')$. The upper limit must vanish, and this will fix the range of $\nu$.

## The kernel

The variable $p$ has simple derivatives with respect to $\mathbf r$. Write $\hat{\mathbf r}=\mathbf r/r$, so that $p^2=2r(r'+\hat{\mathbf r}\cdot\mathbf r')$ and $\nabla p^2=2(r'\hat{\mathbf r}+\mathbf r')$. Then

$$|\nabla p^2|^2=8r'(r'+\hat{\mathbf r}\cdot\mathbf r')=\frac{4r'p^2}{r},\qquad \nabla^2p^2=\frac{4r'}{r},\qquad \hat{\mathbf r}\cdot\nabla p^2=\frac{p^2}{r}.$$

Using $\nabla p^2=2p\nabla p$ and $\nabla^2p^2=2|\nabla p|^2+2p\nabla^2p$, we obtain

$$|\nabla p|^2=\frac{r'}r,\qquad \nabla^2p=\frac{r'}{rp},\qquad \hat{\mathbf r}\cdot\nabla p=\frac p{2r}. \tag{10}$$

For any function $f(p)$, therefore,

$$r\nabla^2f=r\left(f''|\nabla p|^2+f'\nabla^2p\right)=r'\left(f''+\frac{f'}p\right). \tag{11}$$

This is the radial Laplacian of a plane. Its regular solution with eigenvalue $\beta^2$ is $I_0(\beta p)$, which suggests the trial form

$$\Phi=a(w)\,e^{-\alpha(w)(r+r')}\,I_0(\beta(w)p). \tag{12}$$

Let $f=I_0(\beta p)$, so $r\nabla^2f=\beta^2r'f$ and $f'=\beta I_1(\beta p)$. With $\nabla^2e^{-\alpha r}=(\alpha^2-2\alpha/r)e^{-\alpha r}$ and the cross term $2\nabla e^{-\alpha r}\cdot\nabla f=-(\alpha p/r)e^{-\alpha r}f'$,

$$r\nabla^2\left(e^{-\alpha r}f\right)=e^{-\alpha r}\left[(\alpha^2r-2\alpha+\beta^2r')f-\alpha pf'\right].$$

Both sides of the first equation in (7), divided by $\Phi$, are then

$$\frac{A\Phi}\Phi=\frac12\left[(k^2-\alpha^2)r-\beta^2r'+2\alpha\right]+\frac{\alpha\beta p}2\frac{I_1}{I_0},$$

$$-\frac k2\frac{\partial_w\Phi}\Phi=-\frac k2\left[\frac{a'}a-\alpha'(r+r')+\beta'p\frac{I_1}{I_0}\right],$$

where primes on $a,\alpha,\beta$ denote $d/dw$. Matching the terms in $r$, in $r'$, the constants, and the terms in $I_1/I_0$ gives

$$k\alpha'=k^2-\alpha^2,\qquad k\alpha'=-\beta^2,\qquad \frac{a'}a=-\frac{2\alpha}k,\qquad k\beta'=-\alpha\beta. \tag{13}$$

A kernel that concentrates at $w\to0$ needs $\alpha\to\infty$ there, which selects $\alpha=k\coth w$. The second equation gives $\beta=k/\sinh w$, the third gives $a=C/\sinh^2w$, and the fourth holds because $\beta'=-k\cosh w/\sinh^2w=-\alpha\beta/k$. Hence

$$\Phi(w)=\frac{C}{\sinh^2w}\,e^{-kS\coth w}\,I_0\!\left(\frac{kp}{\sinh w}\right). \tag{14}$$

## The initial condition

The constant $C$ follows from an integral that can be done in closed form. For fixed $\mathbf r$, use parabolic coordinates about $\hat{\mathbf r}$: $\xi=r'+\hat{\mathbf r}\cdot\mathbf r'$ and $\eta=r'-\hat{\mathbf r}\cdot\mathbf r'$. Then $r'=(\xi+\eta)/2$, $d^3r'=\tfrac14(\xi+\eta)\,d\xi\,d\eta\,d\varphi$ and $p^2=2r\xi$. After the azimuthal integration, $d^3r'/r'\to\pi\,d\xi\,d\eta$. The $\eta$ integral is $\int_0^\infty e^{-\alpha\eta/2}d\eta=2/\alpha$. Expanding $I_0(x)=\sum_j(x/2)^{2j}/(j!)^2$, the $\xi$ integral is

$$\int_0^\infty d\xi\,e^{-\alpha\xi/2}I_0(\beta\sqrt{2r\xi})=\sum_j\frac{(\beta^2r/2)^j}{(j!)^2}\,j!\left(\frac2\alpha\right)^{j+1}=\frac2\alpha\,e^{\beta^2r/\alpha}.$$

Since $\alpha^2-\beta^2=k^2$, the exponents combine to $-\alpha r+\beta^2r/\alpha=-k^2r/\alpha=-kr\tanh w$. With $\alpha^2\sinh^2w=k^2\cosh^2w$,

$$\int\frac{d^3r'}{r'}\,\frac k2\Phi=\frac{2\pi C}{k}\,\frac{e^{-kr\tanh w}}{\cosh^2w}. \tag{15}$$

This must tend to 1 as $w\to0$, so $C=k/(2\pi)$.

The mass also has to collect at $\mathbf r'=\mathbf r$. From (2), $S^2-p^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$, so

$$S^2-p^2=|\mathbf r-\mathbf r'|^2,\qquad S-p=\frac{|\mathbf r-\mathbf r'|^2}{S+p}\ge\frac{|\mathbf r-\mathbf r'|^2}{2S}. \tag{16}$$

Because $I_0(x)\le e^x$ and $\coth w>1/\sinh w$, $\Phi$ is bounded by $C\sinh^{-2}w\,\exp[-k(S-p)/\sinh w]$. Outside a sphere $|\mathbf r'-\mathbf r|=\varepsilon$, $S-p$ has a positive lower bound and grows linearly with $r'$, so the mass there vanishes as $w\to0$. A positive kernel with mass tending to 1 and this concentration acts as a delta function. Thus $(k/2)\Phi/r'\to\delta(\mathbf r-\mathbf r')$, which is the initial condition in (7).

## The integral below the ground level

At large $w$, $1/\sinh^2w\to4e^{-2w}$, $\coth w\to1$ and $I_0\to1$, so

$$\Phi\to\frac{2k}\pi\,e^{-kS}e^{-2w}. \tag{17}$$

The product $e^{2\nu w}\Phi$ vanishes at the upper limit of (9), and the integral (8) converges there, precisely when $\nu<1$. At small $w$ the integral converges for $\mathbf r\neq\mathbf r'$ because $S-p>0$.

Two points remain before (8) is identified with the resolvent kernel. First, (9) was divided by $r$, which could hide a source at $r=0$. Such a source would require a singularity of $G$ at least as strong as $1/r$, whereas (8) is bounded at $r=0$ when $r'\neq0$. Second, $G$ must decay. For $p>0$ the function $S\coth w-p/\sinh w$ has its minimum at $\cosh w=S/p$, with value $\sqrt{S^2-p^2}=|\mathbf r-\mathbf r'|$; for $p=0$ it decreases towards $S=|\mathbf r-\mathbf r'|$ as $w\to\infty$. Reserving a small fraction of the exponent to control $1/\sinh^2w$ at small $w$, we find that $G$ falls off at least as fast as $e^{-k'|\mathbf r-\mathbf r'|}$ for any $k'<k$. The difference between $G$ and the true kernel would then be a square-integrable solution of $H\psi=E\psi$, and none exists below the ground level.

Now substitute $e^w=\coth(s/2)$. This gives

$$\sinh w=\frac1{\sinh s},\qquad \coth w=\cosh s,\qquad |dw|=\frac{ds}{\sinh s}. \tag{18}$$

The factor $\sinh^{-2}w\,dw$ becomes $\sinh s\,ds$, the limits $w=0,\infty$ become $s=\infty,0$, and (8) becomes (3). The bound-state singularity has moved to $s\to0$, where the integrand behaves as $s^{1-2\nu}$.

**No charge.** The derivation also holds for $Z=0$, where $\nu=0$. Uniqueness then requires (3) to equal the free function

$$G_0=\frac{e^{-k|\mathbf r-\mathbf r'|}}{2\pi|\mathbf r-\mathbf r'|}. \tag{19}$$

At fixed $k$, raising $\nu$ raises $G$ throughout $\nu<1$, because $\coth(s/2)>1$ and every other factor in (3) is positive.

**Source at the nucleus.** For $r'\to0$, $p=0$. Put $\cosh s=1+2t$, so $\sinh s\,ds=2\,dt$ and $\coth^2(s/2)=(\cosh s+1)/(\cosh s-1)=(1+t)/t$:

$$G(\mathbf r,0)=\frac k\pi\,e^{-kr}\int_0^\infty dt\left(\frac{1+t}t\right)^{\nu}e^{-2krt}. \tag{20}$$

For small $r$, large $t$ dominates and $G\to1/(2\pi r)$, the free singularity. For large $r$, small $t$ dominates and

$$G\to\frac k\pi\,\Gamma(1-\nu)\,(2kr)^{\nu-1}e^{-kr}.$$

The attraction changes the power of $r$ in the tail, and the gamma function diverges as $\nu\to1$.

## Subtraction past the poles

The obstruction at $\nu=1$ is the slow exponential (17). To find the complete sequence of exponentials, set $q=e^{-2w}$. Then

$$\frac1{\sinh^2w}=\frac{4q}{(1-q)^2},\qquad \coth w=1+\frac{2q}{1-q},$$

and the series for $I_0$ gives

$$\Phi=\frac{2k}\pi e^{-kS}\sum_{j=0}^\infty\frac{(kp)^{2j}}{(j!)^2}\,q^{j+1}\,\frac{e^{-2kSq/(1-q)}}{(1-q)^{2j+2}}. \tag{21}$$

The Laguerre polynomials are defined by the generating function $(1-q)^{-a-1}e^{-xq/(1-q)}=\sum_mL_m^{(a)}(x)q^m$. With $a=2j+1$, $x=2kS$ and $n=j+1+m$,

$$\Phi(w)=\sum_{n=1}^\infty\phi_n\,e^{-2nw}, \tag{22}$$

with $\phi_n$ as in (5). The first two coefficients are

$$\phi_1=\frac{2k}\pi e^{-kS},\qquad \phi_2=\phi_1\left(2-2kS+k^2p^2\right). \tag{23}$$

Inserting (22) into (7) and comparing exponentials yields

$$A\phi_n=nk\,\phi_n. \tag{24}$$

For $\nu<1$, subtract the first $N$ exponentials from $\Phi$ in (8) and add their integrals, $\int_0^\infty e^{-2(n-\nu)w}dw=1/[2(n-\nu)]$:

$$G=\sum_{n=1}^N\frac{\phi_n}{2(n-\nu)}+\int_0^\infty dw\,e^{2\nu w}\Big[\Phi(w)-\sum_{n=1}^N\phi_ne^{-2nw}\Big]. \tag{25}$$

The bracket falls as $e^{-2(N+1)w}$, so the right side exists for $\nu<N+1$ away from the poles. That it is still the Green's function can be shown directly. By (24) and $Z=k\nu$,

$$(A-Z)\frac{\phi_n}{2(n-\nu)}=\frac{k(n-\nu)}{2(n-\nu)}\phi_n=\frac k2\phi_n. \tag{26}$$

Each removed exponential also satisfies the evolution equation, so $A-Z$ acting on the integral gives a boundary term, as in (9):

$$-\frac k2\Big[e^{2\nu w}\Big(\Phi-\sum_{n\le N}\phi_ne^{-2nw}\Big)\Big]_0^\infty=r\,\delta(\mathbf r-\mathbf r')-\frac k2\sum_{n\le N}\phi_n. \tag{27}$$

The sum of (26) over $n$ cancels the last term, leaving $r\,\delta(\mathbf r-\mathbf r')$.

Decay at large $r$ persists. The $\phi_n$ are polynomials in $r$ and $p^2$ times $e^{-kr}$. On a circle $|q|=\rho<1$ the real part of $(1+q)/(1-q)$ is at least $(1-\rho)/(1+\rho)$, while $p\le2\sqrt{rr'}$, so $\Phi$ is bounded there by an exponential in $-r$ times one in $\sqrt r$. Cauchy's estimate passes this bound to the remainder of (22) at large $w$; at small $w$ the earlier bound applies. The right side of (25) is also bounded at $r=0$ when $r'\neq0$, so no source is hidden there. Uniqueness again follows, because $E$ is not an eigenvalue. The substitution (18), with $e^{-2w}=\tanh^2(s/2)$, turns (25) into (4).

Any admissible $N$ gives the same $G$. A fixed $N$ reaches up to level $N+1$, however, and the number of subtractions grows without limit as $E\to0^-$, where $\nu\to\infty$.

**Pole strengths.** With $E=-Z^2/(2\nu^2)$,

$$E_n-E=\frac{Z^2(n^2-\nu^2)}{2n^2\nu^2}\approx\frac{Z^2}{n^3}(n-\nu)\qquad(\nu\to n). \tag{28}$$

Near an isolated level, $G\approx P_n/(E_n-E)$, where $P_n(\mathbf r,\mathbf r')$ is the kernel of the projector on that level. Comparison with $\phi_n/[2(n-\nu)]$ gives

$$P_n=\frac{Z^2}{2n^3}\,\phi_n\Big|_{k=Z/n}. \tag{29}$$

For $n=1$ this is $(Z^3/\pi)e^{-Z(r+r')}$, the product of two normalized ground-state orbitals.

**What the divergent integral contains.** For $1<\nu<2$, cut (8) at $w=W$ and separate the first exponential. Its integral is $\phi_1(e^{2(\nu-1)W}-1)/[2(\nu-1)]$, and the $-1$ reproduces the pole term of (25). Therefore

$$\int_0^Wdw\,e^{2\nu w}\Phi=\frac{\phi_1e^{2(\nu-1)W}}{2(\nu-1)}+G+O\!\left(e^{-2(2-\nu)W}\right). \tag{30}$$

Subtraction keeps the finite part of the divergent integral.

## A worked example

Take $Z=1$, $r=1$, $r'=3$ (in bohr) and an angle of $60^\circ$. Then $S=4$, $p=\sqrt{2(3+1.5)}=3$ and $|\mathbf r-\mathbf r'|=\sqrt{16-9}=2.6458$, in agreement with (16). Values of $G$ are in hartree$^{-1}$ bohr$^{-3}$.

At $\nu=0.5$, $k=2$ and $E=-2$ hartree, below the ground level at $-0.5$ hartree. Equation (3) gives $G=7.4487\times10^{-4}$. The free function at the same $k$ is $3.0283\times10^{-4}$, so the attraction raises $G$ by a factor 2.46.

At $\nu=1.5$, $k=2/3$ and $E=-0.2222$ hartree, between levels 1 and 2. From (23), $\phi_1=0.029490$, and the pole term is $\phi_1/[2(1-1.5)]=-0.029490$. With one subtraction,

$$G=-0.029490+0.003835=-0.025654,$$

where the last digit reflects rounding of the terms. For a second subtraction, $\phi_2/\phi_1=2-\tfrac{16}3+4=\tfrac23$, so the new pole term is $\phi_2/[2(2-1.5)]=0.019660$. The remaining integral drops by the same amount, to $-0.015824$, and $G$ is unchanged. A third subtraction also leaves it unchanged.

The pole term at this energy is not the ground state's share of the spectral sum, for two reasons: $\phi_1$ is evaluated at $k=2/3$ instead of $k=1$, and the denominator corresponds to the linearized gap $Z^2(n-\nu)/n^3=-0.5$ of (28) instead of the exact $E_1-E=-0.27778$. Changing $k$ alone would give $-0.01166$; the two expressions agree only as $\nu\to1$. That share is $P_1/(E_1-E)=0.005830/(-0.27778)=-0.02099$; all other states together contribute about $-0.0047$.

The unsubtracted integral at $\nu=1.5$, cut at $W=5$ and $W=10$, gives 4.3509 and 649.528. After $G$ is removed from both, their ratio is 148.418, compared with $e^5=148.413$ from (30). Removing $\phi_1e^{10}$ from the second value leaves $-0.025655$, the finite part.

At $\nu=2.5$, $k=0.4$ and $E=-0.08$ hartree, between levels 2 and 3. Two subtractions are needed:

$$G=-0.017138-0.012339-0.006990=-0.036466,$$

again with the total rounded after summation.

These values were tested against a sum over partial waves that makes no use of the integral. For each angular momentum, the solution regular at the origin and the decaying solution were computed from the radial equation and joined with the slope jump required by (1). At all three energies the two routes agree within the required relative tolerance of $10^{-7}$. The projectors from (29) were likewise tested against explicit orbitals for $n=1,2,3$. The full set of values is in the numerical output.

## Calculated quantities

```
Atomic units; G in 1/(hartree bohr^3), lengths in bohr
Z = 1, r = 1.0, r' = 3.0, cos(angle) = 0.5
p = 3.000000 bohr, |r-r'| = 2.645751 bohr
evolution equation, relative error: 2.1e-16
A phi_n = n k phi_n, n=1..4, largest rel. error: 1.8e-16
series of 60 terms at w=0.7, relative error: 4.5e-37
Kernel mass at k = 2 /bohr, r = 1 bohr (quadrature, formula):
  w = 0.50: 0.31209011  0.31209011
  w = 0.10: 0.81113614  0.81113614
  w = 0.01: 0.98010131  0.98010131
trial function exp(-r)(1+z) at r=z=1: 0.735759
  smeared with w = 0.02: 0.692846
  smeared with w = 0.01: 0.713997
  ratio of the two smearing errors: 1.9719
free G, k = 2 /bohr: integral 3.028312728e-04
free G, k = 2 /bohr: closed   3.028312728e-04
nu = 0.5: k = 2.000000 /bohr, E = -2.000000 hartree
nu = 1.5: k = 0.666667 /bohr, E = -0.222222 hartree
nu = 2.5: k = 0.400000 /bohr, E = -0.080000 hartree
nu=0.5: coth-sinh integral G = 7.448705902e-04
nu=0.5: partial waves      G = 7.448705902e-04
nu=1.5, N=1: pole terms -0.029489693
   remaining integral 0.003835368, G = -0.025654325
nu=1.5, N=2: pole terms -0.029489693, 0.019659795
   remaining integral -0.015824427, G = -0.025654325
nu=1.5, N=3: pole terms -0.029489693, 0.019659795, -0.001092211
   remaining integral -0.014732217, G = -0.025654325
nu=2.5, N=2: pole terms -0.017137509, -0.012339006
   remaining integral -0.006989700, G = -0.036466215
nu=1.5: partial waves G = -0.025654325
nu=2.5: partial waves G = -0.036466215
nu=1.5 unsubtracted, cut at w=5:  4.350872
nu=1.5 unsubtracted, cut at w=10: 649.528050
growth factor after removing G: 148.4177, exp(5) = 148.4132
phi_1 at nu=1.5: 0.029489693; finite part at w=10: -0.025655
Projector on level n, in 1/bohr^3 (from phi_n, from orbitals):
  n = 1: 0.0058300489  0.0058300489
  n = 2: 0.0006731025  0.0006731025
  n = 3: 0.0001438710  0.0001438710
```
